\section*{Damping Newton iteration for varistor networks with a broadened breakdown knee}

\section{Definitions and conventions}

A varistor ceramic is modelled as grains joined by nonlinear grain boundaries. The grains form a diagonal square lattice with layers $k=0,\dots,n$ of $W\ge3$ grains each, periodic sideways. Each grain in layer $k<n$ is joined to two grains in layer $k+1$, and each grain in layer $k>0$ to two in layer $k-1$, so there are $2Wn$ boundaries. Layer $0$ is an electrode at voltage $V$ and layer $n$ is grounded. Voltages are in V, conductances in mS and currents in mA; atomic units would be unnatural here.

The potentials of the interior grains form the vector $x$. The voltage $v_b$ across boundary $b$ is the potential at its end nearer the live electrode minus that at its other end. Together,
\begin{equation}
v=Ax+sV ,
\end{equation}
where $A$ has entries $\pm1$ and $0$, and $s_b=1$ for boundaries touching the live electrode, $s_b=0$ otherwise.

Boundary $b$ has breakdown voltage $u_b>0$ and carries
\begin{equation}
i_b(v)=g_l v+(g_h-g_l)\left[r_w(v-u_b)-r_w(-v-u_b)\right],
\quad r_w(y)=w\ln(1+e^{y/w}),
\end{equation}
with $0<g_l<g_h$. The voltage $w$ smooths the corner. As $w\to0$, $r_w(y)\to\max(y,0)$: the boundary leaks with conductance $g_l$ below $u_b$ and gains current with slope $g_h$ above it. The model is static and two-dimensional, omits heating and charge trapping, and is not fitted to a real ceramic.

The setting discussed here is the damping, or step-length control, of a Newton iteration. Electronic-structure programs offer it for second-order self-consistent-field convergence. There the unknowns are orbital rotations and the function minimized is the energy; here they are grain potentials and a co-content. The network has a convex function, so what damping guarantees can be proved. The last section states what carries over.

\section{The function being minimized}

Since $r_w'(y)=\sigma(y/w)$ with $\sigma(z)=1/(1+e^{-z})$, and $\sigma(-z)=1-\sigma(z)$,
\begin{align}
i_b'(v)&=g_l+(g_h-g_l)\left[\sigma\!\left(\tfrac{v-u_b}{w}\right)+\sigma\!\left(\tfrac{-v-u_b}{w}\right)\right]\nonumber\\
&=g_l+(g_h-g_l)\left\{1-\left[\sigma\!\left(\tfrac{v+u_b}{w}\right)-\sigma\!\left(\tfrac{v-u_b}{w}\right)\right]\right\}.
\end{align}
The last square bracket lies between 0 and 1 because $\sigma$ increases and $u_b>0$. Hence $g_l<i_b'<g_h$.

Define the co-content
\begin{equation}
\Phi(x,V)=\sum_b\int_0^{v_b} i_b(v')\,dv' .
\end{equation}
By the chain rule its gradient and Hessian in $x$ are
\begin{equation}
f=A^{T}i,\qquad H=A^{T}DA,\qquad D=\mathrm{diag}(i_b').
\end{equation}
A component of $f$ is the net current leaving one grain, so $f=0$ is Kirchhoff's current law.

For any $y\neq0$, $y^THy=\sum_b i_b'(Ay)_b^2\ge g_l|Ay|^2$. If $Ay$ vanished, neighbouring grains would have equal $y$, and since $y=0$ on the electrodes, $y$ would vanish everywhere. Thus $H$ is positive definite and $\Phi$ strictly convex. Also $\Phi\ge\frac12g_l|v|^2$, which grows without limit as $|x|\to\infty$, so a minimum exists. It is the unique solution of the network.

\section{What damping guarantees}

The Newton direction minimizes the local quadratic model:
\begin{equation}
Hd=-f,\qquad f^Td=-\lambda^2,\qquad \lambda^2=f^TH^{-1}f=d^THd .
\end{equation}
Start with $t=1$ and halve $t$ until
\begin{equation}
\Phi(x+td)\le\Phi(x)-c\,t\lambda^2,\qquad 0<c<\tfrac12 .
\label{accept}
\end{equation}

To bound $t$ from below, let $K=A^TA$ and $\kappa=g_h/g_l$. The slope bounds give $g_lK\le H\le g_hK$ as quadratic forms, at every $x$. Taylor's formula with integral remainder then gives
\begin{align}
\Phi(x+td)&=\Phi(x)-t\lambda^2+\int_0^t(t-\tau)\,d^TH(x+\tau d)d\,d\tau\nonumber\\
&\le\Phi(x)-t\lambda^2+\tfrac12t^2g_h\,d^TKd
\le\Phi(x)-t\lambda^2+\tfrac12\kappa t^2\lambda^2 .
\end{align}
The last step used $d^TKd\le d^THd/g_l=\lambda^2/g_l$. Condition (\ref{accept}) therefore holds whenever $1-\kappa t/2\ge c$, that is, $t\le2(1-c)/\kappa$. If the accepted $t$ is below 1, then $2t$ was rejected, so $2t>2(1-c)/\kappa$. In all cases
\begin{equation}
t\ge\min\left(1,\frac{1-c}{\kappa}\right).
\end{equation}

Next, let $\Phi_*$ be the minimum. Since $H\ge g_lK$, for every displacement $y$
\begin{equation}
\Phi(x+y)\ge\Phi(x)+f^Ty+\tfrac12g_l\,y^TKy .
\end{equation}
The right side is smallest at $y=-K^{-1}f/g_l$, so $\Phi_*\ge\Phi-f^TK^{-1}f/(2g_l)$. From $H\le g_hK$ follows $H^{-1}\ge K^{-1}/g_h$, hence $f^TK^{-1}f\le g_h\lambda^2$ and
\begin{equation}
\Phi-\Phi_*\le\tfrac12\kappa\lambda^2 .
\label{gap}
\end{equation}
Inserting $\lambda^2\ge2(\Phi-\Phi_*)/\kappa$ into (\ref{accept}) gives
\begin{equation}
\Phi_{\rm new}-\Phi_*\le\left(1-\frac{2ct}{\kappa}\right)(\Phi-\Phi_*) .
\end{equation}
The iteration converges from any start, and the factor does not contain the network size. For $\kappa=10^4$ the bound is far too weak to predict an iteration count; its value is that it excludes stagnation and cycling. The bound on the contraction was tested step by step at the smaller ratio $\kappa=1/0.3$, where it is more restrictive. Every step of that run was full, so the bound on the step length was met without any halving and rests on the proof.

Close to the solution the full step is accepted, because there $\Phi(x+d)\approx\Phi-\frac12\lambda^2$ and $c<\frac12$. Write $e=x-x_*$. Since $f(x_*)=0$, $f=\int_0^1H(x_*+\tau e)e\,d\tau$, and
\begin{equation}
e_{\rm new}=e-H^{-1}f=H^{-1}\int_0^1\left[H(x)-H(x_*+\tau e)\right]e\,d\tau .
\end{equation}
If $H$ changes by at most $L$ times the displacement, the bracket is at most $L(1-\tau)|e|$, so $|e_{\rm new}|\le L|e|^2/(2\mu)$, with $\mu$ the smallest eigenvalue of $H(x)$. This is quadratic convergence. Since $\sigma'\le\frac14$, $|i_b''|\le(g_h-g_l)/(4w)$: the bound on $L$ grows as $1/w$, and the region where quadratic convergence is assured shrinks as the corners sharpen.

A fixed damping factor behaves differently. With constant $t<1$ the same calculation gives $e_{\rm new}=(1-t)e+O(|e|^2)$, which is linear convergence. At $t=\frac12$, reducing a small error by $10^6$ takes about $\log_2 10^6\approx20$ steps.

\section{Terminal current and its slope}

At the solution $\partial\Phi/\partial x=0$, so only the explicit dependence on $V$ contributes to
\begin{equation}
\frac{d\Phi_*}{dV}=s^Ti=I ,
\end{equation}
the current entering from the live electrode. Differentiating $A^Ti=0$ gives $A^TD(Ax'+s)=0$, where $x'=dx/dV$. Hence $x'=-H^{-1}A^TDs$ and
\begin{equation}
G=\frac{dI}{dV}=s^TD(Ax'+s)=s^TDs-s^TDA\,H^{-1}A^TDs .
\end{equation}
With $v'=Ax'+s$ and $A^TDv'=0$, this also equals $G=(v'-Ax')^TDv'=v'^TDv'$. It is positive, because the components of $v'$ along any path between the electrodes add up to 1, counted with direction, and cannot all vanish. The current therefore rises monotonically.

The same formula gives a stopping rule. For a nearly converged $x$, $e\approx H^{-1}f$, so the error of the computed current is
\begin{equation}
\delta I\approx s^TDA\,H^{-1}f=-x'^Tf .
\end{equation}
The vector $x'$ is the potential of a linear network with positive conductances between electrodes at 1 and 0. Each interior value is a weighted average of its neighbours, so it lies between 0 and 1. To first order, then, $|\delta I|\le\sum_a|f_a|$.

\section{Where conduction starts and where it ends up}

\subsection{Onset}

Take $w\to0$ and $g_l\to0$. Let $V_{\rm on}$ be the smallest sum of $u_b$ over all paths between the electrodes, and $\ell(a)$ the smallest sum from grain $a$ to ground. Neighbours satisfy $|\ell(a)-\ell(a')|\le u_{aa'}$, since either grain can be reached through the other. For $V\le V_{\rm on}$ choose potentials $\min[\ell(a),V]$. They equal $V$ on the live electrode and 0 on the grounded one, and every $|v_b|\le u_b$. No boundary conducts, $\Phi_*=0$ and $I=0$.

For $V>V_{\rm on}$, keep only the terms of $\Phi$ on a cheapest path with $m$ boundaries, with voltages taken along the path. Writing $y_+=\max(y,0)$, the Cauchy--Schwarz inequality gives
\begin{equation}
\Phi_*\ge\frac{g_h}{2}\sum_{\rm path}(v_b-u_b)_+^2
\ge\frac{g_h}{2m}\Big[\sum_{\rm path}(v_b-u_b)_+\Big]^2
\ge\frac{g_h(V-V_{\rm on})^2}{2m}.
\end{equation}
Because $I$ does not decrease with $V$, $\Phi_*=\int_{V_{\rm on}}^VI\,dV'\le(V-V_{\rm on})I(V)$, and
\begin{equation}
I(V)\ge\frac{g_h(V-V_{\rm on})}{2m}.
\label{onset}
\end{equation}
Conduction thus starts at $V_{\rm on}$.

\subsection{Fully open network}

Now restore $g_l$ and let every $v_b>u_b$, with sharp corners. The equations are then linear, and $v_b$ is $V/n$ plus an offset independent of $V$, so this state is reached at sufficiently high voltage. Each layer of boundaries carries the whole current, so $\sum_bi_b=nI$. Each grain potential enters the voltages of an adjoining layer twice, so the voltages of one layer add up to twice the difference of the potential sums of its two grain layers. Summing over layers telescopes to $\sum_bv_b=2WV$. With $\bar u$ the mean of $u_b$ over all boundaries,
\begin{align}
nI&=g_h\sum_bv_b-(g_h-g_l)\sum_bu_b
=2Wg_hV-(g_h-g_l)2Wn\bar u,\nonumber\\
I&=\frac{2W}{n}\left[g_hV-(g_h-g_l)n\bar u\right].
\label{open}
\end{align}
Without leakage this line meets $I=0$ at $n\bar u$. A sharp boundary never carries less than its open-state line, so the same sum shows that the network current lies on or above (\ref{open}) at every $V$.

\section{Why disorder broadens the knee}

Let a walker start on a random grain of the live electrode and take either forward boundary with probability $\frac12$. Each grain has two boundaries from the preceding layer, so the walker stays uniformly distributed and uses each boundary of a layer with probability $1/(2W)$. The mean path sum is $\sum_bu_b/(2W)=n\bar u$. A minimum cannot exceed a mean, so
\begin{equation}
V_{\rm on}\le n\bar u ,
\end{equation}
with strict inequality if the directed path sums differ.

A leak-free curve with a single kink would be zero up to the kink and then follow its high-voltage line, which puts the kink at $n\bar u$. If $V_{\rm on}<n\bar u$, current already flows below that point, and the curve must bend over a finite voltage range.

The gap between $V_{\rm on}/n$ and $\bar u$ survives in thick samples. Let the $u_b$ be independent and uniform on $[u_0-\delta,u_0+\delta]$, and let the walker now take the weaker of its two forward boundaries. These have not been inspected before, so they are fresh random values $u_0+\delta(2q-1)$ with $q$ uniform on $[0,1]$. The smaller of two such $q$ exceeds $z$ with probability $(1-z)^2$ and has mean $\int_0^1(1-z)^2dz=\frac13$. The mean cost per layer is $u_0-\delta/3$, and since the cheapest path costs no more,
\begin{equation}
\left\langle\bar u-V_{\rm on}/n\right\rangle\ge\delta/3
\end{equation}
for every $n$. Independent chains without cross-links would lack this choice at each grain.

For equal boundaries, $v_b=V/n$ solves the network and $G=(2W/n)\,i'(V/n)$. Measure the knee width as the interval of $V/n$ in which $G$ climbs from 10\% to 90\% of its rise from $2Wg_l/n$ to $2Wg_h/n$. Neglecting the reverse term, of order $e^{-2u_0/w}$, the rise is $\sigma[(V/n-u_0)/w]$, which passes 0.1 and 0.9 at $V/n=u_0\mp w\ln9$. The intrinsic width is $2w\ln9$.

There is a case without broadening. If all boundaries obey $i_b\propto\mathrm{sgn}(v)|v/u_b|^\alpha$ with one common $\alpha$ and prefactor, multiplying $V$ and all potentials by $\beta>0$ multiplies every current by $\beta^\alpha$ and preserves Kirchhoff's law. Hence $I\propto V^\alpha$, and disorder changes only the prefactor. For $\alpha=5$ and $\delta=0.9$ V the solved network gives the exponent 5.000000. This law has no threshold: changing $u_b$ multiplies the current of that boundary by the same factor at every voltage, so there is no knee to broaden.

\section{Worked example}

Round model parameters are used: $n=W=12$, $u_0=3$ V, $w=0.05$ V, $g_h=1$ mS, $g_l=10^{-4}$ mS and $c=\frac14$. One random pattern is scaled by $\delta$. There are 288 boundaries and 132 unknown potentials.

\textbf{Iteration.} For $\delta=0.6$ V and $V=36$ V, starting from a linear potential profile, the first step is halved once and all later steps are full. The largest residual falls from 1.14 mA to $4.3\times10^{-11}$ mA in 8 iterations. Its last values are $1.2\times10^{-4}$, $4.2\times10^{-7}$ and $4.3\times10^{-11}$ mA. Residual divided by the square of its predecessor is about 28 and then 240 mA$^{-1}$, so no constant ratio has been reached; the quadratic order rests on the proof. The stopping rule bounds the current error, to first order, by $132\times4.3\times10^{-11}\approx6\times10^{-9}$ mA, against $I=2.859$ mA.

\textbf{Onset.} The same pattern has $V_{\rm on}=31.30$ V. All $u_b\ge2.4$ V, so the cheapest path has at most $31.30/2.4=13.04$ boundaries. Their number is even, since each boundary changes the layer by one and the path must advance by 12; thus $m=12$. With nearly sharp, nearly leak-free boundaries ($w=0.01$ V, $g_l=10^{-6}$ mS) the current is $1.6\times10^{-4}$ mA at 0.6 V below $V_{\rm on}$ and 0.093 mA at 0.6 V above. Of the first value, $2Wg_lV/n\approx6\times10^{-5}$ mA is plain leakage and the rest comes from the smoothed corners. The lower bound (\ref{onset}) is $1\times0.6/24=0.025$ mA.

\textbf{Knee.} Per layer of boundaries:
\begin{center}
\begin{tabular}{ccccc}
$\delta$ (V) & $V_{\rm on}/n$ (V) & $\bar u$ (V) & width (V) & max $d\ln I/d\ln V$\\
0.0 & 3.000 & 3.000 & 0.22 & 52\\
0.3 & 2.804 & 2.998 & 0.41 & 46\\
0.6 & 2.608 & 2.997 & 0.72 & 40\\
0.9 & 2.412 & 2.995 & 1.05 & 36
\end{tabular}
\end{center}
The first width agrees with $2w\ln9=0.220$ V. From $\delta=0$ to 0.9 V the knee broadens by a factor of $1.054/0.220\approx4.8$ (the voltage grid gives 0.222 V for the first width, 1\% above the exact value), while the largest logarithmic slope drops by about a third. These slopes are set by the smoothing voltage: below $u_0$ the excess current of one boundary grows as $e^{(v-u_0)/w}$, so for equal boundaries the slope is of order $u_0/w=60$ and roughly doubles when $w$ is halved. They are not nonlinearity exponents of a real ceramic. The onset falls linearly, by 0.653 V per volt of $\delta$. This is expected while the cheapest path is directed: each directed sum is $nu_0$ plus $\delta$ times a fixed pattern sum, so the same path stays cheapest.

The currents show both ends of the knee. At $V/n=3.00$ V, equal boundaries each carry $3\times10^{-4}+0.9999\times0.05\ln2=0.03495$ mA, and $2W=24$ of them in parallel give 0.839 mA. The network with $\delta=0.9$ V carries 4.19 mA there. At 2.80 V the currents are 0.0285 and 1.93 mA, a ratio of about 68. At 4.00 V they are 24.01 and 24.12 mA. Equation (\ref{open}) gives $24(4-0.9999\times3)=24.007$ mA for equal boundaries. Disorder has brought conduction forward and left the high-voltage line almost unchanged. This is one mechanism, shown within the model: the threshold is built into the boundary law, the width is measured on a linear conductance scale, and every directed path crosses the same number $n$ of boundaries. In a real ceramic the spread of grain sizes also varies that number, so the knee shape of a device cannot be ascribed to the spread of $u_b$ alone.

\textbf{Thickness.} For $\delta=0.6$ V, averages over 40 samples give $V_{\rm on}/n=2.649$, 2.652 and 2.658 V at $n=W=12$, 24 and 48. The gap to $u_0$ is about 0.34 to 0.35 V, above the guaranteed 0.2 V. This concerns the onset gap; the 10--90\% width was computed for $n=12$ only.

\section{Choosing the setting}

\textbf{Try the full step first and damp on demand.} A permanently reduced step gives up quadratic convergence. In 20 sharper networks ($w=0.01$ V, $\delta=0.9$ V) the damped iteration converged within 16 iterations, but undamped steps also converged in all 20, within the 60 allowed. Damping was not necessary there. Its benefit is the guarantee, and its cost is an extra evaluation of $\Phi$ per rejected trial, without a new linear solve.

\textbf{Keep $c$ below $\frac12$.} Otherwise full steps may be refused near the solution, where the decrease is about $\frac12\lambda^2$. Once this decrease is smaller than the rounding error of $\Phi$, the comparison loses meaning, so the acceptance test needs a small rounding allowance.

\textbf{Stop on the quantity needed.} Use $\sum_a|f_a|$ for the current. For the co-content, (\ref{gap}) is a safe bound but a very pessimistic one at large $\kappa$: near the solution the gap is about $\frac12\lambda^2$.

\textbf{Reuse solutions in a voltage sweep.} For small $\Delta V$ the start $x+x'\Delta V$ has an error of order $(\Delta V)^2$. It costs one further solve with $H$. Since $H$ varies rapidly when $w$ is small, sharp corners make this start less accurate at a given voltage step.

\textbf{Do not carry the guarantee over to orbital optimization.} The acceptance rule and the behaviour near a minimum with positive definite Hessian carry over. Global convergence does not, because the self-consistent-field energy is not convex in the orbital rotations. Where its Hessian has a negative eigenvalue, $f^Td=-f^TH^{-1}f$ can be positive, and no shortening of an uphill direction yields a decrease to first order. The direction itself must then be changed, for instance by adding a positive shift to $H$ that makes it positive definite. Even then the minimum found may be a local one.

The computed values quoted here are listed in the numerical output below or follow from it and the stated parameters by short arithmetic.

\section*{Computed values}
\begin{verbatim}
layers n = 12, grains per layer W = 12
boundaries = 288, unknown potentials = 132
centre u0 = 3.00 V, smoothing w = 0.050 V
g_high = 1.0 mS, g_low = 1.0e-04 mS
mean of random pattern (units of delta) = -0.0052
small network: Newton current = 1.57928215 mA
small network: node-by-node   = 1.57928215 mA
cold start, delta = 0.6 V, V = 36 V, 8 iterations
  iteration 0: step 0.0000, residual 1.14e+00 mA
  iteration 1: step 0.5000, residual 7.26e-01 mA
  iteration 2: step 1.0000, residual 2.76e-01 mA
  iteration 3: step 1.0000, residual 1.16e-01 mA
  iteration 4: step 1.0000, residual 1.12e-02 mA
  iteration 5: step 1.0000, residual 1.56e-03 mA
  iteration 6: step 1.0000, residual 1.23e-04 mA
  iteration 7: step 1.0000, residual 4.20e-07 mA
  iteration 8: step 1.0000, residual 4.31e-11 mA
at 36 V: I = 2.85905 mA, dI/dV = 1.07569 mS
sharp networks: w = 0.01 V, delta = 0.9 V, 20 samples
  damped: all converged, at most 16 iterations
  undamped: 0 of 20 not converged in 60 iterations
cheapest path, delta = 0.6 V: V_on = 31.2987 V
onset test uses w = 0.01 V, g_low = 1e-6 mS
  I at V_on - 0.6 V = 1.592e-04 mA
  I at V_on + 0.6 V = 9.334e-02 mA
per layer: onset, mean u, 10-90% knee width; then max dlnI/dlnV
  delta 0.0 V: 3.0000 V, 3.0000 V, 0.2222 V; 52.1
  delta 0.3 V: 2.8041 V, 2.9984 V, 0.4123 V; 45.5
  delta 0.6 V: 2.6082 V, 2.9969 V, 0.7239 V; 39.8
  delta 0.9 V: 2.4123 V, 2.9953 V, 1.0544 V; 35.5
equal-boundary width 2 w ln 9 = 0.2197 V
current in mA at V/n, for delta = 0 and delta = 0.9 V
  2.40 V: 0.00577, 0.06657
  2.60 V: 0.00664, 0.57505
  2.80 V: 0.02850, 1.93040
  3.00 V: 0.83889, 4.19290
  3.20 V: 4.82898, 7.09188
  3.60 V: 14.40721, 14.80880
  4.00 V: 24.00720, 24.12216
thickness, delta = 0.6 V: mean V_on/n and greedy path/n
  n = W = 12: 2.6489 V, 2.8225 V
  n = W = 24: 2.6518 V, 2.8154 V
  n = W = 48: 2.6584 V, 2.7976 V
greedy bound u0 - delta/3 = 2.8000 V
common power 5, delta = 0.9 V: network exponent = 5.000000
\end{verbatim}
